Certifying the Z2 index of a two-dimensional insulator from Wilson-loop centres

A transport calculation for a gated two-dimensional channel has to decide whether each edge carries a helical pair of states inside the bulk gap. If the Z2 index ν is 1, time reversal requires an odd number of such pairs, and leaving them out removes a conduction path; if ν is 0, none is required. The decision is a parity, so one miscounted Wannier centre reverses it. The scheme below returns 0, 1 or "undecided", and the first two come with a proof that the sampling was sufficient.

**The test case**

Take a buckled honeycomb layer with one orbital per atom, sublattices A and B, hopping t, spin–orbit hopping λ, Rashba coupling λR and staggered energy +V on A, −V on B. With reduced wave numbers k1, k2 in [0, 2π), Pauli matrices s for spin, and bond directions d0 = (1, 0), d1 = (−1/2, −√3/2), d2 = (−1/2, √3/2), the blocks are

H_AA = V − 2λ[sin k1 + sin(k2−k1) − sin k2] s_z
H_BB = −V + 2λ[sin k1 + sin(k2−k1) − sin k2] s_z
H_AB = Σ_j [t + iλR(s_x d_jy − s_y d_jx)] p_j,  p = (1, e^(−ik1), e^(−ik2)).

Two of the four bands are filled. The valley in the half zone 0 ≤ k2 ≤ π is (4π/3, 2π/3), where p = (1, ω, ω²) with ω = e^(2πi/3). The t terms cancel, as 1+ω+ω² = 0. The bracket of sines is −3√3/2, so the spin–orbit term is +m s_z on A and −m s_z on B, with m = 3√3λ. For Rashba, Σp_j d_jx = 3/2 and Σp_j d_jy = −3i/2, which gives H_AB = (3λR/2)(s_x − is_y): it couples B↑ to A↓ with strength 3λR. The levels are

m + V,  m − V,  −m ± √(V² + 9λR²).

At small V the lower two are filled, and the gap m − V + m − √(V² + 9λR²) vanishes when 9λR² = (2m−V)² − V² = 4m² − 4mV, or

V_c = m − 9λR²/(4m).

Time reversal repeats this at the other valley.

The numbers are rough ones in the regime of buckled stanene: t = 1.3 eV, m = 0.0500 eV, λR = 0.005 eV, lattice constant 4.7 Å, plane separation b = 0.85 Å. Then V_c = 0.0500 − 0.0011 = 0.0489 eV. A vertical field E inside the layer gives V = eEb/2, so the gap closes at E = 2 × 0.0489/0.85 = 0.115 V/Å, or 11.5 MV/cm. The index is wanted at 5 and 18 MV/cm, all else held fixed. There V = 0.0213 and 0.0765 eV, with sampled gaps of 0.053 and 0.054 eV.

**First failure: bands taken one at a time**

A Berry phase per band needs a band that stays separate along the loop. On the lines k2 = 0 and k2 = π, Kramers degeneracy joins the filled bands at k1 = 0 and π, and there "the lower band" has no meaning. The cure is to transport all N filled states together.

Let the columns of U(k) span the filled space. On a k1 mesh of spacing δ form M_j = U_j†U_(j+1) and keep its unitary polar factor L_j, defined by M_j = L_jS_j with S_j positive. The Wilson loop is

W(k2) = L_0 L_1 … L_(n−1), with eigenvalues e^(iθ_n).

A mixing U_j → U_jG_j changes M_j to (G_j†L_jG_(j+1))(G_(j+1)†S_jG_(j+1)), so L_j → G_j†L_jG_(j+1) and W → G_0†WG_0. The θ_n do not change, whatever the degeneracies. Random mixings at every k confirmed this, with and without doubly degenerate bands.

With A_j = iU†∂_jU each link is 1 − iA_1δ to first order, so for one band θ = −∮A_1dk1, while the Wannier centre is +∮A_1dk1/2π, with both atoms of a cell placed at its origin, as the phases in H(k) imply. The numbers θ_n/2π quoted below are therefore centres in units of the lattice vector a1, measured from the cell origin along −a1. The reversal changes no gap and no parity.

On k2 = 0 and π the centres form pairs. Let 𝒲 be the transport around the loop, acting on filled states at k1 = 0. Time reversal Θ maps the loop onto itself run backwards, so Θ𝒲Θ⁻¹ = 𝒲⁻¹. If 𝒲ψ = e^(iθ)ψ, then 𝒲⁻¹Θψ = Θ𝒲ψ = e^(−iθ)Θψ, hence 𝒲Θψ = e^(iθ)Θψ. As Θ² = −1, Θψ is orthogonal to ψ: every phase occurs twice.

**What has to be counted**

Follow the θ_n continuously from k2 = 0 to π. Let Φ be their sum, and P the sum of one phase per Kramers pair at an end line. Define

ν = [Φ(π) − Φ(0) − 2P(π) + 2P(0)]/2π mod 2.

The bracket is a multiple of 2π, because Φ and 2P agree modulo 2π at each end. Another branch in P changes the quotient by 2, so ν is well defined. A deformation that keeps the gap and time reversal cannot change it, since an integer cannot move continuously. It is 0 for uncoupled atoms, whose centres stand still.

Now choose a reference phase r and write θ_n = r + φ_n + 2πm_n with 0 ≤ φ_n < 2π and m_n an integer. At an end line the numbers r + φ_n are equal in pairs, so their sum is a valid 2P. Therefore

ν = Σ_n [m_n(π) − m_n(0)] mod 2.

Each m_n changes by one when its centre passes r, so ν is the parity of such passages. Which centre continues into which is never asked. Two centres that cross each other and two that narrowly avoid each other give the same count.

The reference may be moved at a slice. Raising r to r′, by less than 2π, lowers m_n by one for each centre between them. If no centre passes the reference within a step, ν is the parity of the total number of centres jumped over at the slices. Taking the other arc replaces a count c by N − c, with the same parity because N is even. The natural new reference is the middle of the widest gap between centres.

**Second failure: a uniform mesh**

On uniform k2 meshes of 1 to 8 intervals, this count at 5 MV/cm is wrong for 1, 2, 3, 5 and 8 intervals. The two-interval run can be followed by hand:

k2/π | θ/2π at 5 MV/cm | θ/2π at 18 MV/cm
0.00 | 0.999, 0.999 | 0.997, 0.997
0.50 | 0.005, 0.988 | 0.981, 0.997
0.65 | 0.067, 0.875 | 0.846, 0.944
0.70 | 0.460, 0.600 | 0.548, 0.658
1.00 | 0.508, 0.508 | 0.529, 0.529

At k2 = 0 the widest gap is centred at 0.499, at k2 = π/2 at 0.497; no centre lies between. At k2 = π both centres are at 0.508 and the new reference is 0.008. Between 0.008 and 0.497 there is again nothing, so the count is 0. The true index is 1: during the second step one centre rose past 0.497, and the mesh did not see it. With one interval the count is even in any insulator, because only Kramers pairs are examined.

Agreement between meshes is no safeguard. The runs with 1, 2 and 3 intervals agree and are all wrong, and the error returns at 8 after correct results at 6 and 7. At 18 MV/cm all eight meshes happen to be right. What is missing is a limit on how far a centre can move between slices.

**How fast a centre can move**

Choose U smooth on a strip of k2 and periodic in k1. Let T(x) be the ordered product from k1 = 0 to x, so that ∂_xT = −iTA_1 and W = T(2π). Varying every factor gives

∂_2W = −i ∫ T(∂_2A_1)T⁻¹ dx W.

With the curvature F = ∂_1A_2 − ∂_2A_1 − i[A_1, A_2], replace ∂_2A_1 by (∂_1A_2 − i[A_1, A_2]) − F. The bracket is a total derivative, since ∂_x(TA_2T⁻¹) = T(∂_1A_2 − iA_1A_2 + iA_2A_1)T⁻¹. Hence

∂_2W = −i[W, A_2(0)] + i ∫ TFT⁻¹ dx W.

For an eigenvector w of W the commutator has zero expectation value, and

dθ/dk2 = ∮ w†TFT⁻¹w dk1.

Where phases coincide, w runs over the eigenvectors of this integral within the degenerate space, and the bound below is unaffected. For t = 1, λ = 0.06, λR = 0.05, V = 0.10 and k2 = 2.0, finite differences reproduced the formula to within 0.005 times the larger of 1 and |dθ/dk2|.

To bound F, let Q = 1 − UU† and X_j = Q∂_jU. Inserting A_j into F, the commutator removes the part of the derivatives inside the filled space and leaves

F = i(X_1†X_2 − X_2†X_1),  ‖F‖ ≤ 2‖X_1‖‖X_2‖.

Differentiate HU = UE, where E = U†HU, and multiply by Q:

XE − H_eX = Q(∂H)U ≡ Y,  H_e = QHQ on the empty space.

The solution is X = −∫_0^∞ e^(−sH_e) Y e^(sE) ds, since the s-derivative of the integrand integrates to −Y. If the filled levels end at E_v and the empty ones start at E_c, the integrand has norm at most ‖Y‖e^(−s(E_c−E_v)), so ‖X‖ ≤ ‖∂H‖/Δ, with Δ = E_c − E_v at that k. If v bounds both ‖∂_1H‖ and ‖∂_2H‖,

|dθ/dk2| ≤ ∮ 2v²/Δ² dk1.

In the layer only one A–B bond contains k1. Its spin matrix has eigenvalues t ± iλR, hence norm √(t²+λR²). Two spin–orbit sines contain k1, each contributing at most 2λ. The same holds for k2, so v = √(t²+λR²) + 4λ, here 1.34 eV. For a general tight-binding Hamiltonian Σ_R T_R e^(ik·R), the triangle inequality gives v ≤ max_j Σ_R |R_j|‖T_R‖.

The gap is computed at points, but the bound needs it everywhere. In a cell of half-widths h1, h2, H departs from its central value by at most v(h1+h2) in norm. By Weyl's inequality each level moves no further than that, so

Δ ≥ Δ_centre − 2v(h1+h2) throughout the cell.

If this is positive in every cell, a direct gap at every k is itself proved, also between the mesh points. Summing 2v²/Δ² over a strip with these lower limits gives its motion bound μ.

**How wrong a discrete loop can be**

Over one link choose the frame with U†U′ = 0, in which true transport is the unit matrix. Write a = v/Δ, with the lower limit for Δ. Since Q(s)U(s) = 0, Q(s)U(0) = −Q(s)∫_0^s U′, of norm at most as. Then

‖M − 1‖ = ‖∫_0^δ U(0)†Q(s)U′(s) ds‖ ≤ a²δ²/2 ≡ ε.

If Lu = e^(iχ)u, then u†Mu = e^(iχ)u†Su with u†Su positive. This number lies within ε of 1, so |χ| ≤ arcsin ε when ε < 1. Switching on the link errors one after another moves each phase of the loop by at most the sum η = Σ arcsin ε.

**The certified step**

At a slice let g be half the widest gap between computed centres, with r in its middle. The true centres are at least g − η from r; after the step they are at least g − η − μ away, and the computed ones at least g − 2η − μ. Hence

μ + 2η < g

proves that nothing passed r. The next step's condition keeps the new reference clear of the true centres. At k2 = π no such condition is needed, since an error there would move a whole Kramers pair across.

The algorithm is:

1. Start at k2 = 0 with r in the widest gap, and try a step.
2. Compute the gap at the cell centres and from it μ and η. If a lower gap limit is not positive, some ε ≥ 1, or μ + 2η ≥ g, halve the step.
3. Otherwise compute the centres at the new slice, move r to the widest gap, add the number of centres jumped over, and try a doubled step.
4. At k2 = π return the parity. If the step falls below a set minimum, return "undecided".

N centres on a circle leave a gap of at least 2π/N, so g ≥ π/N. For any insulator a fine enough k1 mesh makes 2η < π/N, and μ goes to zero with the step; the procedure then ends. "Undecided" can mean a closed gap, or a k1 mesh or minimum step too coarse for a small one. Refining both settles the second case, while a true closing is refused at every refinement. The proof assumes exact arithmetic, with rounding errors far below the margins.

**Reading the result**

With 960 points per loop, the run at 5 MV/cm accepts 25 steps out of 49 tried, jumps over one centre, and returns ν = 1. It proves a direct gap above 0.036 eV throughout the half zone; this is a lower limit, not an estimate of the sampled 0.053 eV. The run at 18 MV/cm accepts 21 steps, jumps over none, and returns ν = 0. In the table, the pair at 5 MV/cm separates, runs opposite ways around the circle and meets on the far side. At 18 MV/cm the net motion of both centres is the same way round the circle, apart from small excursions near the end lines.

The steps range from 0.785 down to 0.0061 rad at 5 MV/cm; a uniform mesh of the smallest step would need 512 intervals. From slice to slice the centres moved by at most 19 % of the allowed amount, so here the bounds exceed the net motion by a factor of five or more. At V_c the run stops undecided at k2 = 0.664π, just before the valley at 0.667π.

The cost at small gap follows from a single massive Dirac valley. With displacements q1, q2 from it, Δ² = Δ0² + 4t²ρ², where ρ² = |ωq1 + ω²q2|² = q1² + q2² − q1q2. This form has determinant 3/4, so the area element is (2/√3)2πρdρ, and the bound integrated out to ρ_c is

∬ 2v²/Δ² dk1dk2 = (πv²/√3t²) ln(1 + 4t²ρ_c²/Δ0²).

The motion to be certified grows as the logarithm of 1/Δ0. The loops are more demanding: on the line through the valley ρ = |q1|, and

η ≈ (δ/2)∫ v²/Δ² dq1 = πv²δ/(4tΔ0),

so the number of k1 points must grow as 1/Δ0. Here δ = 2π/960 and Δ0 = 0.053 eV give η ≈ 0.13 rad, against g ≥ π/2; the lower gap limits used in the run raise its largest value to 0.23 rad, still well below g.

Other routes to ν agree. For t = 1, λ = 0.06, λR = 0.05 and V = 0.10 or 0.40, the certified index equals both the Berry-flux formula for ν and the parity of Fermi-level crossings at one edge of a 36-cell ribbon. With V = λR = 0, inversion eigenvalues give ν = 1, and ν = 0 once the bond inside the cell is strengthened by 2; the certified runs agree.

Four filled bands test the moving reference harder. A topological layer (t = 1, λ = 0.15, λR = 0.05, V = 0.10) coupled by 0.15 to a trivial one (λ = 0, λR = 0.05, V = 0.90) gives ν = 1 in 20 steps, while uniform meshes of 1 to 4 intervals fail. Replacing the trivial layer by a second topological one (λ = 0.14, λR = 0.03, V = 0.05) gives ν = 0 in 24 steps.

**What the index means for a device**

The 11.5 MV/cm is the field inside an isolated layer. At closing, the model moves 0.033 electrons per cell between the atomic planes. Treated as thin charged sheets of cell area 19.1 Å², they produce an opposing field of 31 MV/cm, so the external field must be about 42 MV/cm. This is the field in vacuum. For a layer without net charge the electric displacement is continuous, so a gate dielectric of relative permittivity ε_r carries only 42/ε_r MV/cm. With a rough breakdown field of 10 MV/cm, ε_r must exceed about 4.2. The thin-sheet picture is crude and can err either way: the finite extent of the orbitals lowers the plane-averaged field, while on-site repulsion and the polarization of the omitted tin orbitals add to the screening. With no correction at all, ε_r above 1.15 would do. The estimate therefore does not exclude a solid gate, but it asks for a dielectric that combines such a permittivity with such a breakdown field.

Nor does ν = 1 ensure that edges dominate conduction. At 5 MV/cm and 300 K the gap is 2.0 kT, and the model holds about 7×10¹⁰ thermal electrons per cm² in the bulk. Along the channel, a Dirac branch met head-on has approximately the Landau–Zener tunnelling probability exp(−E0/E), which neglects the Rashba mixing of the branches, with E0 = πΔ²/(4eħv_F). Here ħv_F = √3 × 1.3 × 4.7/2 = 5.29 eV Å. The actual gap of 0.053 eV gives E0 = 0.041 MV/cm, and the gap of the branch without Rashba mixing, 2(m − V) = 0.0575 eV, gives 0.049 MV/cm, so the scale is 0.04 to 0.05 MV/cm. One volt across 100 nm is 0.1 MV/cm, already above this scale. The model also omits the other tin orbitals, the substrate and electron correlation, whose effects are not sized here. The certificate covers the Hamiltonian it is given; whether that Hamiltonian describes the material is a separate question. The full numerical output follows.

Table of computed values

```
hopping t = 1.3 eV, Rashba = 0.005 eV
spin-orbit hopping = 0.009623 eV, valley mass m = 0.0500 eV
lattice constant = 4.7 A, buckling = 0.85 A
staggered energy at closing = 0.04888 eV
internal field at closing = 11.50 MV/cm
k1 points per loop = 960
field 5.0 MV/cm: staggered energy = 0.02125 eV
  sampled gap = 0.0527 eV, proven gap > 0.0363 eV
  Z2 index = 1, centres jumped over = 1
  steps accepted = 25, tried = 49
  k2 step: min 0.00614, max 0.7854 rad
  largest observed/allowed motion = 0.189
field 18.0 MV/cm: staggered energy = 0.07650 eV
  sampled gap = 0.0545 eV, proven gap > 0.0298 eV
  Z2 index = 0, centres jumped over = 0
  steps accepted = 21, tried = 41
  k2 step: min 0.01227, max 0.7854 rad
  largest observed/allowed motion = 0.171
at closing field: undecided, stopped at k2/pi = 0.6642
centres in units of a1: k2/pi | low field | high field
  0.00 | 0.9993 0.9993 | 0.9975 0.9975
  0.50 | 0.0054 0.9885 | 0.9808 0.9973
  0.60 | 0.0163 0.9643 | 0.9428 0.9896
  0.65 | 0.0670 0.8755 | 0.8465 0.9439
  0.70 | 0.4595 0.6004 | 0.5477 0.6583
  0.80 | 0.4929 0.5306 | 0.5237 0.5606
  1.00 | 0.5082 0.5082 | 0.5294 0.5294
uniform k2 meshes of 1 to 8 intervals giving a wrong index:
  low field: [1, 2, 3, 5, 8]
  high field: none
  four-band model: [1, 2, 3, 4]
four-band model: index = 1, steps = 20
two topological layers: index = 0, steps = 24
charge moved between planes at closing = 0.0327 e per cell
depolarization field = 30.9 MV/cm
external field needed = 42.4 MV/cm
external field / rough breakdown field (10 MV/cm) = 4.24
kT at 300 K = 0.02585 eV, low-field gap/kT = 2.04
thermal electron density, low field = 6.74e+10 cm^-2
hbar * velocity = 5.291 eV A
lateral field scale for tunnelling, low field = 0.0413 MV/cm
```
